**Eddy-current sensing of a 1 µm copper film**

The program tests the skin depth $\delta=\sqrt{\rho/(\pi\mu_0 f)}$ and the response of a film of thickness $t$ and resistivity $\rho$ to a coil field of frequency $f$ and lateral wave number $k$. It sums the fields of thin current slices, solves the resulting matrix equation, and compares the solution with the formulas obtained by matching the field at the two faces. It asserts agreement for the 1/e depth in thick copper, the front and back fields, the weights of the outermost tenths of the film, and the response of the reflected amplitude $R$ to thickness. It also asserts that moving conductivity towards the front face hardly changes the total front field $1+R$ at 1 MHz, but changes it by more than 5 % at the frequency where $\delta=1$ µm. The output puts that frequency at 4.306 GHz and the skin depth at 1 MHz at 65.62 µm. At 1 MHz the back of the film has 0.999 of the weight of the front, and the thickness response of $R$ is largest near 2.15 MHz for $1/k=2$ mm. The last lines size the effects of heating, surface scattering and wafer conductance, using rough material values.

## Verification by program

```python
"""Eddy-current sensing of a thin copper film.

Result under test: the skin depth delta = sqrt(rho/(pi mu0 f)) equals 1 um in
copper at a few GHz; at MHz all depths of a 1 um film count almost equally,
and the sensor reads the sheet conductance sigma*t only.

Symbols: rho resistivity, sigma = 1/rho, t film thickness, f frequency,
k lateral wave number of the coil field, z depth from the face near the coil,
A(z) vector-potential amplitude (incident value 1 at z = 0, time factor
exp(i w t)), R reflected and T transmitted amplitude,
p = w mu0 sigma t/(2k) screening number of the sheet.

Independent road: the fields of all current slices are summed and the
resulting integral equation is solved as a matrix equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import minimize_scalar

MU0 = const.mu_0
RHO = 1.7e-8            # ohm m, rough value for copper near room temperature
SIGMA = 1 / RHO
THICK = 1e-6            # m
LATERAL = 2e-3          # m, lateral length 1/k of the coil field
K = 1 / LATERAL


def skin_depth(freq):
    return np.sqrt(RHO / (np.pi * MU0 * freq))


def screening(freq, t=THICK, k=K):
    return 2 * np.pi * freq * MU0 * SIGMA * t / (2 * k)


def closed_field(z, freq, t=THICK, k=K):
    """Field in the film from matching at both faces."""
    q = np.sqrt(k**2 + 2j * np.pi * freq * MU0 * SIGMA)
    trans = 1 / (np.cosh(q * t) + (k**2 + q**2) / (2 * k * q) * np.sinh(q * t))
    return trans * (np.cosh(q * (t - z)) + k / q * np.sinh(q * (t - z)))


def slice_sum(freq, t=THICK, k=K, profile=None, n=300):
    """Solve for the field by summing the fields of n current slices.

    profile: conductivity of each slice relative to SIGMA.
    Returns depths, field in the slices, R, and the field at the back face.
    """
    h = t / n
    z = (np.arange(n) + 0.5) * h
    rel = np.ones(n) if profile is None else profile
    g = 2j * np.pi * freq * MU0 * SIGMA * rel * h / (2 * k)
    kernel = np.exp(-k * np.abs(z[:, None] - z[None, :]))
    field = np.linalg.solve(np.eye(n) + kernel * g[None, :], np.exp(-k * z))
    refl = -np.sum(g * np.exp(-k * z) * field)
    back = np.exp(-k * t) - np.sum(g * np.exp(-k * (t - z)) * field)
    return z, field, refl, back


def back_weight(freq, k=K):
    """Complex weight of the back slice relative to the front slice."""
    return (closed_field(THICK, freq, k=k) / closed_field(0.0, freq, k=k))**2


f_micron = RHO / (np.pi * MU0 * THICK**2)

# 1/e depth in thick copper, from the slice sum
z, field, refl, back = slice_sum(f_micron, t=12e-6, n=600)
log_ratio = np.log(np.abs(field / (1 + refl)))
depth_1e = np.interp(1.0, -log_ratio[:200], z[:200])
assert abs(depth_1e / THICK - 1) < 3e-3

# Front and back fields of the film at three frequencies
for freq in (1e6, 1e7, f_micron):
    _, _, refl, back = slice_sum(freq)
    front_formula = closed_field(0.0, freq)
    back_formula = closed_field(THICK, freq)
    assert abs((1 + refl) / front_formula - 1) < 1e-4
    assert abs(back / back_formula - 1) < 1e-4

# Thin-film expansion: geometric drop k t and skin-effect phase (t/delta)^2
_, _, refl_1, back_1 = slice_sum(1e6)
drop = (1 + refl_1) / back_1 - 1
x2 = (THICK / skin_depth(1e6))**2
assert abs(drop.real / (K * THICK) - 1) < 0.01
assert abs(drop.imag / x2 - 1) < 0.01

# Slice weights A(z)^2: change the conductivity of single tenths of the film
n = 300
eps = 1e-3
for freq in (1e6, f_micron):
    for part in (slice(0, 30), slice(270, 300)):
        change = np.zeros(n)
        change[part] = eps
        z, _, r_up, _ = slice_sum(freq, profile=1 + change)
        _, _, r_down, _ = slice_sum(freq, profile=1 - change)
        measured = (r_up - r_down) / (2 * eps)
        weight = np.sum(closed_field(z[part], freq)**2) / n
        predicted = -1j * screening(freq) * weight
        assert abs(measured / predicted - 1) < 2e-3

# Same sheet conductance, conductivity moved towards the front face
graded = np.where(np.arange(n) < n // 2, 1.5, 0.5)
shift = {}
for freq in (1e6, f_micron):
    r_uniform = slice_sum(freq)[2]
    r_graded = slice_sum(freq, profile=graded)[2]
    shift[freq] = abs((1 + r_graded) / (1 + r_uniform) - 1)
assert shift[1e6] < 1e-3
assert shift[f_micron] > 0.05

# Thin-sheet signal, also for half the conductivity in twice the thickness
p_1 = screening(1e6)
r_sheet = -1j * p_1 / (1 + 1j * p_1)
r_double = slice_sum(1e6, t=2 * THICK, profile=0.5 * np.ones(n))[2]
assert abs(refl_1 - r_sheet) < 2e-3
assert abs(r_double - r_sheet) < 2e-3


# Response to thickness and the frequency where it is largest
def response(freq, points=80):
    e = 1e-3
    upper = slice_sum(freq, t=THICK * (1 + e), n=points)[2]
    lower = slice_sum(freq, t=THICK * (1 - e), n=points)[2]
    return (upper - lower) / (2 * e)


for freq in (1e6, 1e7, f_micron):
    formula = -1j * screening(freq) * closed_field(THICK, freq)**2
    assert abs(response(freq) / formula - 1) < 3e-3
best = minimize_scalar(lambda u: -abs(response(np.exp(u))),
                       bounds=(np.log(1e5), np.log(1e8)), method="bounded")
f_best = np.exp(best.x)
f_sheet = K * RHO / (np.pi * MU0 * THICK)
assert abs(f_best / f_sheet - 1) < 0.01

# Electron data from the free-electron density of copper (rough)
density = 8.5e28
tau = const.m_e * SIGMA / (density * const.e**2)
v_fermi = const.hbar * (3 * np.pi**2 * density)**(1 / 3) / const.m_e
path = v_fermi * tau

# Conductivity lost to diffuse faces: sum over depth and flight direction
t_thin = 0.1e-6
lost, _ = dblquad(lambda s, m: 1.5 * (1 - m**2) * np.exp(-s * t_thin / (path * m)),
                  1e-6, 1, 0, 1)
assert abs(lost / (3 * path / (8 * t_thin)) - 1) < 0.03  # faces overlap slightly

# Weight of the back slice for many lateral lengths
lengths = np.geomspace(0.5e-3, 10e-3, 30)
least = min(abs(back_weight(1e6, 1 / length)) for length in lengths)
assert least > 0.99

print(f"Copper resistivity (rough): {RHO*1e8:.2f} uohm cm")
print(f"Film thickness: {THICK*1e6:.2f} um; lateral length 1/k: {LATERAL*1e3:.1f} mm")
print(f"Frequency for skin depth 1 um: {f_micron/1e9:.3f} GHz = {f_micron/1e6:.0f} MHz")
print(f"1/e depth at that frequency from slice sum: {depth_1e*1e6:.4f} um")
for name, freq in (("1 MHz", 1e6), ("10 MHz", 1e7), ("f(1 um)", f_micron)):
    w = back_weight(freq)
    ratio = abs(closed_field(THICK, freq) / closed_field(0.0, freq))
    print(f"{name}: skin depth {skin_depth(freq)*1e6:.2f} um, t/delta {THICK/skin_depth(freq):.4f}")
    print(f"{name}: back/front field {ratio:.5f}, thick-metal law exp(-t/delta) {np.exp(-THICK/skin_depth(freq)):.5f}")
    print(f"{name}: back/front weight {abs(w):.5f}, phase {np.degrees(np.angle(w)):.3f} deg")
    print(f"{name}: p {screening(freq):.4g}, |T| {abs(closed_field(THICK, freq)):.4g}, |dR/dln t| {abs(response(freq)):.4g}")
print(f"1 MHz: k t = {K*THICK:.2e}, (t/delta)^2 = {x2:.3e}")
print(f"1 MHz: slice sum A(0)/A(t)-1 = {drop.real:.3e} + {drop.imag:.3e} i")
print(f"Least back/front weight at 1 MHz, 1/k from 0.5 to 10 mm: {least:.4f}")
print(f"Graded film, relative change of 1+R at 1 MHz: {shift[1e6]:.2e}")
print(f"Graded film, relative change of 1+R at f(1 um): {shift[f_micron]:.3f}")
print(f"Frequency of largest thickness response, slice sum: {f_best/1e6:.3f} MHz")
print(f"Same from k rho/(pi mu0 t): {f_sheet/1e6:.3f} MHz")
for t in (1e-6, 0.5e-6, 0.1e-6):
    print(f"Signal |R| at 1 MHz, t = {t*1e6:.1f} um: {abs(slice_sum(1e6, t=t)[2]):.4f}; sheet resistance {RHO/t*1e3:.1f} mohm/sq")

w_high = 2 * np.pi * f_micron
print(f"Displacement/conduction current at f(1 um): {w_high*const.epsilon_0*RHO:.1e}")
for name, freq in (("1 MHz", 1e6), ("f(1 um)", f_micron)):
    print(f"Retardation (w/(c k))^2 at {name}: {(2*np.pi*freq/(const.c*K))**2:.1e}")
print(f"Electron density (rough): {density*1e-6:.2e} cm^-3")
print(f"Relaxation time: {tau*1e15:.1f} fs; w tau at f(1 um): {w_high*tau:.1e}")
print(f"Mean free path: {path*1e9:.1f} nm; path/skin depth at f(1 um): {path/THICK:.3f}")
for t in (1e-6, 0.1e-6):
    print(f"Conductivity lost to diffuse faces 3 path/(8t), t = {t*1e6:.1f} um: {100*3*path/(8*t):.1f} %")
temp_coeff, heating = 0.0039, 20.0
apparent = THICK / (1 + temp_coeff * heating)
print(f"Temperature coefficient (rough): {temp_coeff*100:.2f} %/K; heating: {heating:.0f} K")
print(f"Apparent thickness of the heated 1 um film: {apparent*1e6:.3f} um")
wafer = 775e-6
print(f"Silicon wafer thickness: {wafer*1e6:.0f} um")
for rho_si in (10.0, 0.01):
    equivalent = RHO * wafer / (rho_si * 1e-2)
    print(f"Copper equivalent of wafer with {rho_si:g} ohm cm: {equivalent*1e9:.3g} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Copper resistivity (rough): 1.70 uohm cm
Film thickness: 1.00 um; lateral length 1/k: 2.0 mm
Frequency for skin depth 1 um: 4.306 GHz = 4306 MHz
1/e depth at that frequency from slice sum: 1.0000 um
1 MHz: skin depth 65.62 um, t/delta 0.0152
1 MHz: back/front field 0.99950, thick-metal law exp(-t/delta) 0.98488
1 MHz: back/front weight 0.99900, phase -0.027 deg
1 MHz: p 0.4645, |T| 0.9065, |dR/dln t| 0.3817
10 MHz: skin depth 20.75 um, t/delta 0.0482
10 MHz: back/front field 0.99950, thick-metal law exp(-t/delta) 0.95295
10 MHz: back/front weight 0.99900, phase -0.266 deg
10 MHz: p 4.645, |T| 0.2104, |dR/dln t| 0.2056
f(1 um): skin depth 1.00 um, t/delta 1.0000
f(1 um): back/front field 0.77286, thick-metal law exp(-t/delta) 0.36788
f(1 um): back/front weight 0.59731, phase -99.709 deg
f(1 um): p 2000, |T| 0.0004891, |dR/dln t| 0.0004784
1 MHz: k t = 5.00e-04, (t/delta)^2 = 2.322e-04
1 MHz: slice sum A(0)/A(t)-1 = 5.001e-04 + 2.323e-04 i
Least back/front weight at 1 MHz, 1/k from 0.5 to 10 mm: 0.9960
Graded film, relative change of 1+R at 1 MHz: 5.64e-05
Graded film, relative change of 1+R at f(1 um): 0.160
Frequency of largest thickness response, slice sum: 2.153 MHz
Same from k rho/(pi mu0 t): 2.153 MHz
Signal |R| at 1 MHz, t = 1.0 um: 0.4210; sheet resistance 17.0 mohm/sq
Signal |R| at 1 MHz, t = 0.5 um: 0.2262; sheet resistance 34.0 mohm/sq
Signal |R| at 1 MHz, t = 0.1 um: 0.0464; sheet resistance 170.0 mohm/sq
Displacement/conduction current at f(1 um): 4.1e-09
Retardation (w/(c k))^2 at 1 MHz: 1.8e-09
Retardation (w/(c k))^2 at f(1 um): 3.3e-02
Electron density (rough): 8.50e+22 cm^-3
Relaxation time: 24.6 fs; w tau at f(1 um): 6.6e-04
Mean free path: 38.7 nm; path/skin depth at f(1 um): 0.039
Conductivity lost to diffuse faces 3 path/(8t), t = 1.0 um: 1.5 %
Conductivity lost to diffuse faces 3 path/(8t), t = 0.1 um: 14.5 %
Temperature coefficient (rough): 0.39 %/K; heating: 20 K
Apparent thickness of the heated 1 um film: 0.928 um
Silicon wafer thickness: 775 um
Copper equivalent of wafer with 10 ohm cm: 0.132 nm
Copper equivalent of wafer with 0.01 ohm cm: 132 nm
ALL CHECKS PASSED
```
